# The Nucleation Barrier of a Circular Monolayer Island, part 2

An island one atom high forms on a terrace of the same crystal, and we seek the lowest free-energy barrier to its growth. Energies are in eV and lengths in nm. The assumptions are:

1. The surroundings hold the temperature $T$ and the vapour's chemical potential fixed.
2. Each atom covers the area $a$, so $n$ atoms have area $A=na$.
3. The edge costs a free energy $\beta>0$ per length, independent of direction and curvature.
4. Elastic interactions within the edge, and interactions with other islands or steps, are neglected.
5. The island holds many atoms, so $n$ and the radius $r$ are continuous.

Each atom taken from the vapour lowers the free energy by $\Delta\mu$. With edge length $P$, the work of formation is

$$G=\beta P-\frac{\Delta\mu}{a}A. \tag{1}$$

For an ideal vapour at $S$ times its equilibrium pressure, with Boltzmann's constant $k$,

$$\Delta\mu=kT\ln S. \tag{2}$$

For a circle,

$$G(r)=2\pi r\beta-\frac{\pi r^2\Delta\mu}{a}. \tag{7}$$

**Theorem 1.** For $\Delta\mu>0$, (7) has a single maximum, with radius, height and atom number

$$r^*=\frac{\beta a}{\Delta\mu}, \tag{3}$$

$$G^*=\frac{\pi\beta^2a}{\Delta\mu}, \tag{4}$$

$$n^*=\frac{\pi\beta^2a}{\Delta\mu^2}. \tag{5}$$

Thus $G^*=n^*\Delta\mu$ and, at fixed $\beta$ and $a$, $dG^*/d\Delta\mu=-n^*$.

**Lemma 3.** A closed curve without self-crossings, smooth except perhaps at a finite number of corners, satisfies

$$P^2\ge4\pi A, \tag{9}$$

with equality only for a circle. The proof gives

$$\frac{P^2}{4\pi}-A=\pi\sum_k(k^2-k)|c_k|^2. \tag{10}$$

Here the integer $k$ labels the Fourier coefficients $c_k$ of the boundary position $x+iy$, taken as a function of length travelled anticlockwise. For an ellipse with semi-axes 2 and 1, both sides equal 1.186436.

The example has $\beta=0.5$ eV/nm, $a=0.08$ nm², $T=600$ K, $kT=0.0517$ eV, $S=2$ and $\Delta\mu=0.03584$ eV. It gives $r^*=1.116$ nm, $n^*\simeq49$ and $G^*=1.753$ eV.

### Theorem 2: no shape gives a lower barrier

**Theorem 2.** Let one-layer islands of any number and shape, with or without holes, grow from an empty terrace until their total area exceeds $\pi r^{*2}$. If the area changes continuously, the work of formation reaches at least $G^*$ on the way. A single growing circle needs no more than $G^*$.

*Proof.* Consider first one connected island of area $A_i$. Its outer boundary encloses an area $B_i\ge A_i$, because holes may have been cut out. The edges of holes only add length. By Lemma 3, its total edge length obeys

$$P_i\ge\sqrt{4\pi B_i}\ge\sqrt{4\pi A_i}.$$

For several islands with total area $A=\sum_iA_i$,

$$\Big(\sum_i\sqrt{A_i}\Big)^2\ge\sum_iA_i=A,$$

since the cross terms on the left are not negative. The total edge length therefore satisfies $P\ge\sqrt{4\pi A}$ in every case.

The area starts at zero and ends above $\pi r^{*2}$, so at some moment it equals $\pi r^{*2}$. At that moment $P\ge2\pi r^*$, and (1) gives

$$G\ge2\pi r^*\beta-\frac{\Delta\mu}{a}\pi r^{*2}=G^* .$$

A circle that grows from zero radius has $G\le G^*$ throughout, by Theorem 1. $\square$

The end condition is a mild one. An island with $G\le0$ must satisfy $2\beta\sqrt{\pi A}\le\Delta\mu A/a$, which means $A\ge4\pi r^{*2}$. Every route to an island that is more stable than the bare terrace therefore meets the condition of the theorem.

### The cost of a fixed shape

Suppose an island keeps its shape while it grows. At unit scale let its edge length be $P_1$ and its area $A_1$. At scale $\lambda$ these become $\lambda P_1$ and $\lambda^2A_1$, so

$$G(\lambda)=\beta P_1\lambda-\frac{\Delta\mu}{a}A_1\lambda^2 .$$

The derivative vanishes at $\lambda^*=\beta aP_1/(2\Delta\mu A_1)$. There the first term is $\beta^2aP_1^2/(2\Delta\mu A_1)$ and the second is half as large. The barrier is

$$G^*_{\rm shape}=\frac{\beta^2aP_1^2}{4A_1\Delta\mu}=G^*\,\frac{P_1^2}{4\pi A_1}. \tag{11}$$

A square of unit side has $P_1=4$ and $A_1=1$. Its barrier is larger than that of the circle by the factor $16/4\pi=1.273$, and in the example it is 2.23 eV. For the 2:1 ellipse, with $A_1=2\pi$, equation (10) gives the factor $1+1.1864/2\pi=1.189$, and the barrier is 2.08 eV. The excess of the square over the circle, 0.479 eV, is $9.3\,kT$. These figures assume the same $\beta$ on every edge.

### Proposition: the critical circle is a saddle point

**Proposition.** Distort the critical circle to $r(\theta)=r^*+c\cos k\theta$ with small $c$. To second order in $c$, the work of formation changes by

$$\delta G=\frac{\pi\beta c^2}{2r^*}(k^2-1)\quad(k\ge1),\qquad
\delta G=-\frac{\pi\beta c^2}{r^*}\quad(k=0). \tag{12}$$

*Proof.* Let $u(\theta)=c\cos k\theta$ and let a prime denote $d/d\theta$. The length element of a curve in polar form is

$$\sqrt{(r^*+u)^2+u'^2}=r^*+u+\frac{u'^2}{2r^*}+\dots,$$

where the omitted terms are of third and higher order. With all integrals taken from 0 to $2\pi$,

$$P=2\pi r^*+\int u\,d\theta+\frac1{2r^*}\int u'^2d\theta,$$

$$A=\frac12\int(r^*+u)^2d\theta=\pi r^{*2}+r^*\int u\,d\theta+\frac12\int u^2d\theta .$$

Insert these into (1) and use $\Delta\mu/a=\beta/r^*$. The linear terms are $\beta\int u\,d\theta$ from the edge and $-(\beta/r^*)\,r^*\int u\,d\theta$ from the area, and they cancel. What remains is

$$\delta G=\frac{\beta}{2r^*}\int(u'^2-u^2)\,d\theta. \tag{13}$$

For $k\ge1$ the integrals of $u'^2$ and $u^2$ are $\pi k^2c^2$ and $\pi c^2$. For $k=0$ they are 0 and $2\pi c^2$. This gives (12). $\square$

The case $k=0$ is uniform growth or shrinkage, and it lowers $G$ in both directions. The case $k=1$ shifts the circle sideways to first order, which costs nothing on a uniform terrace. Every $k\ge2$ raises $G$. A general small distortion is a sum of such cosines and the corresponding sines, and their contributions to (13) add because the mixed integrals vanish. The critical circle is therefore a saddle point with one unstable direction.

In the example, $\delta G/c^2$ is $-1.41$ eV/nm² for $k=0$ and $2.11$ eV/nm² for $k=2$. The second value shows how strongly one elliptical distortion, the $k=2$ cosine, fluctuates; the other distortions add to the total deviation from a circle. If all small amplitudes $c$ are equally accessible, the weight $\exp(-\delta G/kT)$ is a Gaussian with mean square

$$\langle c^2\rangle=\frac{kT}{2\,(\delta G/c^2)}=\frac{0.0517}{2\times2.11}=0.012\ \text{nm}^2 .$$

The typical amplitude is 0.11 nm, about a tenth of $r^*$. The circle is the centre of a range of shapes. The value $G^*$ belongs to the circle itself. A nucleation rate must also count the shapes around it, without counting again those edge fluctuations that the free energy $\beta$ already includes.

### Step energy that depends on direction

On a crystal lattice, $\beta$ may depend on the direction $\theta$ of the edge normal. The circle then need not be the best shape, but the barrier can still be bracketed. Let $\beta_{\min}$ be the smallest value and $\bar\beta$ the average over all directions.

Replacing $\beta(\theta)$ by $\beta_{\min}$ can only lower $G$, so Theorem 2 gives a lower bound. A growing circle is one possible route. Its edge costs $r\int\beta(\theta)\,d\theta=2\pi r\bar\beta$, so Theorem 1 gives an upper bound. The lowest barrier $G^*_{\rm low}$ obeys

$$\frac{\pi\beta_{\min}^2a}{\Delta\mu}\le G^*_{\rm low}\le\frac{\pi\bar\beta^2a}{\Delta\mu}.$$

If the average is 0.5 eV/nm and the minimum is 0.45 eV/nm, the bounds in the example are $0.81\times1.753=1.42$ eV and 1.75 eV. For weak anisotropy the circular formula with the average step energy is thus an upper bound with a small relative error. The two bounds in the example differ by $6.4\,kT$. This gap only caps the error, which depends on the form of $\beta(\theta)$ and can be much smaller. It still need not be small compared with $kT$: for $\beta(\theta)=0.5\,(1-0.1\cos4\theta)$ eV/nm the best shape, given by the Wulff construction, has a barrier of about 1.62 eV. This is $2.5\,kT$ below the circle, a factor of about 12 in the Boltzmann factor.

### Island on a foreign substrate

If the island and the substrate are different materials, covering the substrate changes the surface free energy. Let $\Delta\gamma$ be this change per area: the free energy of the island top plus that of the interface, minus that of the bare substrate. Equation (1) gains the term $+\Delta\gamma A$, and for a circle

$$G(r)=2\pi r\beta-\pi r^2\left(\frac{\Delta\mu}{a}-\Delta\gamma\right).$$

This has the form of (7) with $\Delta\mu$ replaced by $\Delta\mu-a\Delta\gamma$. The barrier is

$$G^*_{\rm foreign}=\frac{\pi\beta^2a}{\Delta\mu-a\Delta\gamma},\qquad \Delta\mu>a\Delta\gamma. \tag{14}$$

For $\Delta\gamma=0.1$ eV/nm² the correction is $a\Delta\gamma=0.008$ eV. The driving force falls from 0.0358 to 0.0278 eV, and the barrier rises from 1.75 to 2.26 eV.

If $\Delta\mu\le a\Delta\gamma$, then $G$ rises with $r$ without limit, and a one-layer island cannot become stable at any size. Thicker islands are outside this model. If $\Delta\gamma$ is negative, the barrier is lowered, and (14) allows a single layer to form even from a somewhat undersaturated vapour. Misfit strain is neglected here; it would need a term of its own.

### Weak and strong driving

As $\Delta\mu$ tends to zero, $r^*$ and $G^*$ grow without bound: at equilibrium no island can repay its edge. Strong driving makes the critical island small, as the example shows.

| $S$ | $r^*$ (nm) | $n^*$ | $G^*$ (eV) | $G^*/kT$ |
|---|---|---|---|---|
| 2 | 1.12 | 49 | 1.75 | 33.9 |
| 4 | 0.56 | 12 | 0.88 | 17.0 |
| 20 | 0.26 | 2.6 | 0.41 | 7.8 |

From $S=2$ to $S=4$ the driving force doubles, because $\ln4=2\ln2$. The radius and the barrier are halved, and the atom number falls to a quarter. At $S=20$ the formula describes a circle of fewer than three atoms. Such a cluster has no edge in the sense of assumption 3, and the value 0.41 eV is an extrapolation, not a prediction.

The approach to this failure can be illustrated with a simple model. Suppose that curvature changes the step energy to $\beta(1+\delta/r)$, where $\delta$ is a length of either sign. The edge then costs $2\pi r\beta+2\pi\beta\delta$. The added term does not depend on $r$, so $r^*$ is unchanged, while the barrier shifts by $2\pi\beta\delta$. Relative to $G^*=\pi\beta r^*$, the shift is

$$\frac{2\pi\beta\delta}{\pi\beta r^*}=\frac{2\delta}{r^*}.$$

For an assumed $\delta=0.03$ nm, about a tenth of the atomic spacing $\sqrt a=0.28$ nm, this is 5% at $S=2$, 11% at $S=4$ and 23% at $S=20$. The barrier is thus less certain than its printed digits suggest, even for 49 atoms. Within this model the slope $dG^*/d\Delta\mu=-n^*$ is not affected, because the shift depends neither on $r$ nor on $\Delta\mu$. Corrections for small lattice clusters can be larger and can depend on size. Take a square lattice gas with nearest-neighbour bonds chosen to give the same average $\beta$ at 600 K. Its free energy, summed over all cluster shapes, lies 1.2 to $3.9\,kT$ above the edge cost of the circle for 1 to 12 atoms and varies irregularly with $n$. Its barrier exceeds (4) by 40% at $S=20$ and by at least 22% at $S=4$. A correction that depends on size also moves the critical size away from (5).

### A limited supply of atoms

Assumption 1 fails when the island noticeably drains its reservoir. Let an ideal gas of $N$ atoms at fixed volume feed one island. After $m\ll N$ atoms have left, its chemical potential has fallen by about $kTm/N$. The gain from $n$ atoms is then

$$\int_0^n\left(\Delta\mu-\frac{kTm}{N}\right)dm=n\Delta\mu-\frac{kTn^2}{2N}.$$

To first order in $1/N$ the barrier rises by the last term taken at $n^*$. Relative to $G^*=n^*\Delta\mu$ this is $n^*kT/(2N\Delta\mu)$, which in the example is $35/N$. A reservoir of 3500 atoms keeps the error near 1%. With only a few hundred atoms the first-order estimate fails, and growth may become impossible. After $n$ atoms have left, the pressure ratio is $S(1-n/N)$, so the next atom lowers the free energy only if $kT\ln[S(1-n/N)]>\beta\sqrt{\pi a/n}$. In the example with $N=500$, no $n$ satisfies this condition: the reservoir is drained before an island reaches a size at which it could grow.

The numerical output below lists the main computed values of both parts, including the barriers found by direct maximization for the other shapes. The anisotropy bounds, the curvature correction and the reservoir estimate follow from these values by the short calculations given in the text.

## Computed results

```
step energy beta = 0.50 eV/nm
area per atom a = 0.08 nm^2
temperature T = 600 K, kT = 0.05170 eV
pressure ratio S = 2
driving force dmu = 0.03584 eV
critical radius r* = 1.1161 nm
critical atom number n* = 48.92
barrier G* = 1.7532 eV
barrier G* = 2.8089e-12 erg
G*/kT = 33.91
Boltzmann factor exp(-G*/kT) = 1.878e-15
edge cost at r* = 3.5064 eV
transfer gain at r* = 1.7532 eV
numerical slope dG*/d(dmu) = -48.92 (atoms)
curvature d2G/dn2 at n* = -3.6630e-04 eV
profile: r/r* = 0.5, r = 0.5581 nm, G = 1.3149 eV
profile: r/r* = 1.0, r = 1.1161 nm, G = 1.7532 eV
profile: r/r* = 1.5, r = 1.6742 nm, G = 1.3149 eV
profile: r/r* = 2.0, r = 2.2322 nm, G = 0.0000 eV
profile: r/r* = 2.5, r = 2.7903 nm, G = -2.1915 eV
2:1 ellipse: barrier = 2.0842 eV, ratio to circle = 1.1888
three-lobed: barrier = 2.0250 eV, ratio to circle = 1.1550
square: barrier = 2.2322 eV, ratio to circle = 1.2732
ellipse (semi-axes 2, 1) P^2/(4 pi) - A = 1.186436
same from Fourier series = 1.186436
distortion k = 0: energy/c^2 = -1.4074 eV/nm^2
distortion k = 1: energy/c^2 = 0.0000 eV/nm^2
distortion k = 2: energy/c^2 = 2.1111 eV/nm^2
distortion k = 3: energy/c^2 = 5.6295 eV/nm^2
distortion k = 4: energy/c^2 = 10.5553 eV/nm^2
foreign substrate: dgamma = 0.10 eV/nm^2
a*dgamma = 0.0080 eV
reduced driving force = 0.02784 eV
barrier on foreign substrate = 2.2570 eV
S = 2: dmu = 0.03584 eV, r* = 1.1161 nm, n* = 48.92, G* = 1.7532 eV, G*/kT = 33.91
S = 4: dmu = 0.07168 eV, r* = 0.5581 nm, n* = 12.23, G* = 0.8766 eV, G*/kT = 16.95
S = 20: dmu = 0.15489 eV, r* = 0.2582 nm, n* = 2.62, G* = 0.4057 eV, G*/kT = 7.85
```
